# The Two-Site Energy Variance of Matrix-Product States and Its Extrapolation

## 1. Definitions and conventions

Let $|\psi\rangle$ be a normalized matrix-product state (MPS) on an open chain of $L$ sites, each with local dimension $d$. Its bond dimensions equal its Schmidt ranks. The Hamiltonian $H$ is Hermitian and

$$E=\langle\psi|H|\psi\rangle,\qquad \mathrm{Var}=\langle\psi|(H-E)^2|\psi\rangle .$$

Cut $j$ separates sites $1,\dots,j$ from the rest.

- $P_j$ projects sites $1,\dots,j$ onto the left Schmidt vectors at cut $j$ and is the identity on the other sites. We set $P_0=1$, and $P_L=|\psi\rangle\langle\psi|$.
- $Q_j$ projects sites $j,\dots,L$ onto the right Schmidt vectors at cut $j-1$ and is the identity elsewhere. We set $Q_{L+1}=1$, and $Q_1=|\psi\rangle\langle\psi|$.

All these projectors leave $|\psi\rangle$ unchanged. The directions discarded on adding one site are selected by

$$A_i=P_{i-1}-P_i,\qquad B_j=Q_{j+1}-Q_j ,\qquad 1\le i,j\le L.$$

$A_i$ acts on sites $1,\dots,i$, and $B_j$ acts on sites $j,\dots,L$.

The $k$-site variational space $V_k$ is the span of the ranges of $P_{j-1}Q_{j+k}$ for $j=1,\dots,L-k+1$: $k$ neighbouring sites are free and the surroundings stay in the Schmidt spaces of $|\psi\rangle$.

## 2. Nested Schmidt spaces

A left Schmidt vector at cut $j$ is, up to a factor, the overlap of $|\psi\rangle$ with a right Schmidt vector. Since $P_{j-1}|\psi\rangle=|\psi\rangle$, and $P_{j-1}$ does not touch the sites in that overlap, $P_{j-1}$ leaves the left Schmidt vector unchanged. Hence $P_{j-1}P_j=P_j$. Repeating the argument, taking adjoints, and reflecting the chain give

$$P_iP_j=P_jP_i=P_{\max(i,j)},\qquad Q_iQ_j=Q_jQ_i=Q_{\min(i,j)} .$$

For $i<i'$ it follows that

$$A_iA_{i'}=P_{i'-1}-P_{i'}-P_{i'-1}+P_{i'}=0,$$

while $A_i^2=P_{i-1}-2P_i+P_i=A_i$. So the $A_i$ are mutually orthogonal projectors, and likewise the $B_j$. For $j>i$ we also have

$$Q_{i+1}B_j=Q_{i+1}Q_{j+1}-Q_{i+1}Q_j=Q_{i+1}-Q_{i+1}=0 .$$

$P_i$ and $Q_j$ commute when $i<j$, because they act on disjoint sites. They need not commute otherwise, and the proofs below do not assume it.

## 3. Resolution of the identity

The left complements telescope:

$$\sum_{i=1}^{L}A_i=P_0-P_L=1-|\psi\rangle\langle\psi| .$$

For each $i$, the right complements beyond site $i$ telescope too:

$$\sum_{j=i+1}^{L}B_j=Q_{L+1}-Q_{i+1}=1-Q_{i+1}.$$

Inserting $1=Q_{i+1}+\sum_{j>i}B_j$ next to each $A_i$ and collecting terms by $k=j-i+1$ gives

$$1-|\psi\rangle\langle\psi|=\sum_{k=1}^{L}W_k,$$

$$W_1=\sum_{i=1}^{L}A_iQ_{i+1},\qquad W_k=\sum_{i=1}^{L-k+1}A_iB_{i+k-1}\quad(k\ge2).$$

Each summand has the form $A_iY$, where $Y$ is a projector on sites beyond $i$ and therefore commutes with $A_i$. Take two summands $A_iY$ and $A_{i'}Y'$.

- If $i\ne i'$, the product is $YA_iA_{i'}Y'=0$.
- If $i=i'$ but $Y\ne Y'$, the product is $A_iYY'=0$ by the relations of Section 2.

All summands are thus mutually orthogonal projectors, and so are the $W_k$.

## 4. What the layers mean

**Claim.** $|\psi\rangle\langle\psi|+W_1+\dots+W_k$ is the projector onto $V_k$.

First, the range of this sum lies in $V_k$. A summand $A_iB_j$ is unchanged by $P_{i-1}Q_{j+1}$, so its range lies in a space with $j-i+1\le k$ free sites. Similarly, $A_iQ_{i+1}$ lies in a one-site space. Freeing more sites never removes vectors from the space, so all these ranges, and $|\psi\rangle$ itself, lie in $V_k$.

Conversely, $V_k$ is orthogonal to every higher layer. Take $A_iB_l$ with $l-i+1>k$ and apply it to $P_{j-1}Q_{j+k}$.

- If $i<j$, then $A_iP_{j-1}=P_{j-1}-P_{j-1}=0$. Since $A_iB_l=B_lA_i$, the product vanishes.
- If $i\ge j$, then $l\ge i+k\ge j+k$, so $B_lQ_{j+k}=Q_{j+k}-Q_{j+k}=0$. Since $P_{j-1}$ and $Q_{j+k}$ commute, the product vanishes again.

This proves the claim. $W_k$ therefore selects what becomes reachable when $k$ rather than $k-1$ neighbouring sites are free. $V_1$ is the MPS tangent space including $|\psi\rangle$, because changing one tensor produces a vector in some $P_{i-1}Q_{i+1}$, and every such vector can be produced.

For a random six-site state with $d=2$ and bond dimension 2, the layers $W_1,\dots,W_6$ have dimensions $19,12,16,16,0,0$. With $|\psi\rangle$ these add to $64=2^6$. The two empty layers arise because the outermost cuts already keep the full space of one site, so $A_1=B_6=0$. Numerical tests on this state compared the projectors with explicitly built spans, and $V_1$ with a tangent space from finite differences.

## 5. The variance as a sum

Since $W_k|\psi\rangle=0$, we have $W_k(H-E)|\psi\rangle=W_kH|\psi\rangle$. The vector $(H-E)|\psi\rangle$ has no component along $|\psi\rangle$. Its squared norm is therefore

$$\boxed{\mathrm{Var}=\sum_{k=1}^{L}v_k,\qquad v_k=\|W_kH|\psi\rangle\|^2 .}$$

Hubig's two-site variance keeps the first two layers:

$$v=v_1+v_2\le\mathrm{Var}.$$

**One-site part.** If one-site DMRG has converged, $|\psi\rangle$ is an eigenvector of $H$ projected into each one-site space: $P_{i-1}Q_{i+1}(H-E)|\psi\rangle=0$. Multiplying by $A_i$ gives $A_iQ_{i+1}H|\psi\rangle=0$ for every $i$, so $v_1=0$. In general $v_1$ is the squared norm of the energy gradient projected onto the tangent space, up to the normalization of the gradient. It vanishes at every stationary point of the one-site optimization, not only at the best state for the given bond dimensions. By contrast, $v_2$ measures the coupling to directions that need a larger bond.

**Evaluation.** Let $|n^i_\mu\rangle$ be an orthonormal basis of the states on sites $1,\dots,i$ that are built from the left Schmidt space at cut $i-1$ and one free site, but are orthogonal to the left Schmidt space at cut $i$. Let $|m^{i+1}_\nu\rangle$ be the mirror-image basis on sites $i+1,\dots,L$, and $|r^{i+1}_\beta\rangle$ the right Schmidt vectors there. Then

$$v_1=\sum_{i=1}^{L}\sum_{\mu\beta}|\langle n^i_\mu r^{i+1}_\beta|H|\psi\rangle|^2,\qquad
v_2=\sum_{i=1}^{L-1}\sum_{\mu\nu}|\langle n^i_\mu m^{i+1}_\nu|H|\psi\rangle|^2 .$$

At $i=L$ the right factor is absent. These matrix elements need the same environments as the DMRG effective Hamiltonian; no operator $H^2$ is built.

A constant shift $H\to H+s$ leaves $v$ unchanged, whereas $\langle H^2\rangle-E^2$ then subtracts two numbers near $s^2$. With $s=10^6J$ in the example below ($D=6$), double-precision numbers near $s^2$ are spaced $1.2\times10^{-4}J^2$ apart, which is more than the variance $3.1\times10^{-5}J^2$. The subtraction can return only a multiple of this spacing, so no digit of the variance survives. In the output below it returns zero, and its error equals the variance; the exact value depends on rounding. The projected $v$ has an error of order $10^{-13}J^2$ ($6.6\times10^{-14}J^2$ in the output). The loss belongs to the subtraction: the full variance evaluated as the squared norm of $(H-E)|\psi\rangle$ keeps its digits as well.

## 6. When two sites suffice

Let a term $h$ of $H$ act only on sites $s,\dots,s+r-1$. It commutes with $P_{s-1}$ and $Q_{s+r}$, so

$$P_{s-1}Q_{s+r}\,h|\psi\rangle=h\,P_{s-1}Q_{s+r}|\psi\rangle=h|\psi\rangle .$$

Thus $h|\psi\rangle\in V_r$. If every term fits within $r$ neighbouring sites, then $v_k=0$ for all $k>r$. For one-site and nearest-neighbour terms,

$$v=\mathrm{Var}\qquad\text{for every }|\psi\rangle .$$

For longer range $v$ can miss an error completely. Take $L=3$, $|\psi\rangle=|000\rangle$ and $H=JX_1X_3$, where $X$ is a Pauli matrix and $J>0$. Then $E=0$ and $H|\psi\rangle=J|101\rangle$. Both end sites have left their Schmidt spaces, so the vector lies wholly in $W_3$:

$$v_1=v_2=0,\qquad v_3=\mathrm{Var}=J^2 .$$

The lowest eigenvalue of $H$ is $-J$, so the energy error is $J$ although $v=0$. A vanishing two-site variance therefore does not by itself certify an eigenstate. This matters in quantum chemistry, where the Hamiltonian couples distant orbitals.

## 7. Why the energy may be extrapolated in $v$

Let $E_0$ be a nondegenerate ground-state energy with eigenvector $|\psi_0\rangle$. With a suitable choice of phases, write

$$|\psi\rangle=\sqrt{1-p}\,|\psi_0\rangle+\sqrt p\,|\phi\rangle,\qquad \langle\psi_0|\phi\rangle=0,\qquad m_n=\langle\phi|(H-E_0)^n|\phi\rangle .$$

Because $(H-E_0)|\psi_0\rangle=0$, no cross terms survive:

$$E-E_0=p\,m_1,\qquad \mathrm{Var}=\langle(H-E_0)^2\rangle-(E-E_0)^2=p\,m_2-p^2m_1^2 .$$

Dividing the second by the first, and defining the captured fraction $f=v/\mathrm{Var}$, we obtain for $v>0$

$$g\equiv\frac{\mathrm{Var}}{E-E_0}=\frac{m_2}{m_1}-p\,m_1,\qquad
\boxed{E=E_0+a\,v,\quad a=\frac1{fg}.}$$

This is an identity, not yet a linear law, since $a$ may differ from state to state. The plot of $E$ against $v$ is a straight line through $E_0$ if $a$ is the same for all the states used. Once $p\,m_1=E-E_0$ is small compared with $m_2/m_1$, two conditions keep $a$ nearly constant: the error component $|\phi\rangle$ keeps a similar energy distribution as the bond dimension grows (steady $g$), and the two-site layers capture a steady share of the variance (steady $f$). The share need not be one. For nearest-neighbour $H$ the second condition holds automatically, and $v$ is then as good a measure as the full variance.

**Cost of a drifting slope.** The line through $(v_a,E_a)$ and $(v_b,E_b)$ has the intercept

$$E_*=\frac{E_av_b-E_bv_a}{v_b-v_a}.$$

Inserting $E_a=E_0+a_av_a$ and $E_b=E_0+a_bv_b$, the $E_0$ terms combine to $E_0$, and

$$E_*-E_0=\frac{v_av_b\,(a_a-a_b)}{v_b-v_a}.$$

Let $b$ be the better state, $0<v_b<v_a$. Dividing by $E_b-E_0=a_bv_b$ shows that extrapolation improves on $E_b$ precisely when

$$\left|\frac{a_a}{a_b}-1\right|<1-\frac{v_b}{v_a}.$$

In the limit $v_b\ll v_a$, the intercept error tends to $v_b(a_b-a_a)$. Its ratio to the unextrapolated error $a_bv_b$ then tends in magnitude to $|a_a/a_b-1|$, so extrapolation helps as long as $a_a<2a_b$, and fails beyond that however small $v_b/v_a$ is.

## 8. Bounds on the energy error

**From below, with $v$ alone.** For $v>0$ define $|\chi\rangle=(W_1+W_2)H|\psi\rangle/\sqrt v$, which is normalized and orthogonal to $|\psi\rangle$, and $\Delta=\langle\chi|H|\chi\rangle-E$. The coupling is $\langle\chi|H|\psi\rangle=v/\sqrt v=\sqrt v$. In the basis $\{|\psi\rangle,|\chi\rangle\}$ the Hamiltonian is

$$\begin{pmatrix}E&\sqrt v\\ \sqrt v&E+\Delta\end{pmatrix},$$

with lowest eigenvalue $E+\tfrac12(\Delta-\sqrt{\Delta^2+4v})$. By the Ritz principle this is at least $E_0$, hence

$$E-E_0\ \ge\ \tfrac12\left(\sqrt{\Delta^2+4v}-\Delta\right)\ \approx\ \frac v\Delta\quad(\Delta>0,\ v\ll\Delta^2).$$

So $v$ signals a definite energy gain available within $V_2$, the span of all two-site spaces; freeing a single pair of sites may gain less. This links it to the energy error even when $H$ has long range.

**From above, with the full variance.** Let $E_1$ be the next level. No eigenvalue lies between $E_0$ and $E_1$, so $(H-E_0)(H-E_1)\ge0$. Its expectation value is $\mathrm{Var}+(E-E_0)(E-E_1)\ge0$, which for $E<E_1$ gives Temple's inequality

$$E-E_0\le\frac{\mathrm{Var}}{E_1-E}.$$

Likewise, with $E_{\max}$ the highest level, $(H-E_0)(E_{\max}-H)\ge0$ gives $\mathrm{Var}\le(E_{\max}-E)(E-E_0)$. The upper bound cannot be repeated with $v$ in place of $\mathrm{Var}$ for general $H$, as the example in Section 6 shows. There the ground level $-J$ is degenerate, which the argument allows if $E_1=+J$ is the next distinct level. Temple's bound is then $J^2/J=J$, equal to the error, while $v$ would give zero.

## 9. A chain with long-range coupling

Consider ten spins with

$$H=J\sum_{i<j}\frac{Z_iZ_j}{|i-j|^2}-h\sum_iX_i,\qquad h=J>0,$$

where $Z$ and $X$ are Pauli matrices. Energies are in $J$ and variances in $J^2$. Full diagonalization of this model gives $E_0=-11.890443$, $E_1=-11.243675$ and $E_{\max}=14.703575$. States with maximum bond dimension $D$ were optimized by two-site and then one-site DMRG, starting from the uniform product state. They are stationary points, not necessarily the best states. For $D=2,3,5,6$ random starts return the same states. For $D=4$ they reach a lower stationary state with $E-E_0=3.08\times10^{-4}$, $v=1.13\times10^{-3}$, $f=0.729$, $g=5.04$ and $a=0.272$. The tables and the $D=4$ examples below use the higher state from the uniform start. The one-site part $v_1$ is below $10^{-14}$ for all of them, so $v$ is practically $v_2$.

| $D$ | $E-E_0$ | $v$ | $f$ | $g$ | $a$ |
|---|---|---|---|---|---|
| 2 | $9.66\times10^{-3}$ | $3.73\times10^{-2}$ | 0.742 | 5.20 | 0.259 |
| 3 | $1.10\times10^{-3}$ | $8.80\times10^{-3}$ | 0.930 | 8.59 | 0.125 |
| 4 | $4.52\times10^{-4}$ | $3.74\times10^{-3}$ | 0.964 | 8.57 | 0.121 |
| 5 | $5.72\times10^{-5}$ | $4.11\times10^{-4}$ | 0.967 | 7.44 | 0.139 |
| 6 | $5.80\times10^{-6}$ | $2.71\times10^{-5}$ | 0.874 | 5.34 | 0.214 |

**Layers at $D=4$.** The full variance is $3.878\times10^{-3}$, of which $v_2=3.739\times10^{-3}$, so $f=3.739/3.878=0.964$. The largest omitted layer is $v_3=6.6\times10^{-5}$. Layers beyond $k=6$ vanish to rounding: the two outermost cuts on each side keep their full spaces, which leaves $3\le i$ and $j\le8$ in $A_iB_j$.

**Bounds at $D=4$.** With $\Delta=9.649$, the lower bound is close to $v/\Delta=3.739\times10^{-3}/9.649=3.87\times10^{-4}$, or 86% of the actual error. Over all five states it lies between 72% and 86%. Temple's bound is $3.878\times10^{-3}/0.6463=6.0\times10^{-3}$, about 13 times the actual error.

**Extrapolation.** For $D=3,4$ the intercept formula gives

$$E_*-E_0=\frac{(8.797\times10^{-3})(3.739\times10^{-3})(0.1252-0.1210)}{3.739\times10^{-3}-8.797\times10^{-3}}\approx-2.7\times10^{-5}.$$

This is about 17 times smaller in magnitude than the error at $D=4$. The other pairs give the following errors:

| Pair | In $v$ | In Var | Better state alone |
|---|---|---|---|
| 2, 3 | $-1.54\times10^{-3}$ | $-8.9\times10^{-4}$ | $1.10\times10^{-3}$ |
| 3, 4 | $-2.7\times10^{-5}$ | $+1.0\times10^{-6}$ | $4.52\times10^{-4}$ |
| 4, 5 | $+8.3\times10^{-6}$ | $+8.5\times10^{-6}$ | $5.72\times10^{-5}$ |
| 5, 6 | $+2.2\times10^{-6}$ | $+1.8\times10^{-6}$ | $5.80\times10^{-6}$ |

The first pair fails the criterion of Section 7: $|0.259/0.125-1|\approx1.07$ exceeds $1-0.236=0.764$. Extrapolation in $v$ then makes the result worse. Both factors contribute, since $f$ and $g$ both rise between $D=2$ and $D=3$. For the second pair $g$ is nearly constant, and the remaining drift of $f$ explains why the full variance does much better there. For the last two pairs the two measures perform about equally. The results for the two pairs containing $D=4$ depend on which $D=4$ state is used. With the lower state, the intercept error in $v$ is $+1.9\times10^{-4}$ for the pair 3, 4 (against $3.08\times10^{-4}$ for that state alone) and $-8.6\times10^{-5}$ for the pair 4, 5. The latter is worse than no extrapolation, as the criterion predicts: $|0.272/0.139-1|\approx0.96$ exceeds $1-0.364$.

The slope has not settled at $D=6$: $g$ falls from 7.44 to 5.34 and $f$ from 0.967 to 0.874. By Section 7 the last extrapolation still reduces the error by the factor $(1-v_b/v_a)/|a_a/a_b-1|=(1-0.066)/|0.1390/0.2142-1|\approx2.7$. The intercepts err on both sides of $E_0$, so an extrapolated energy is not a variational upper bound.

**Use when $E_0$ is unknown.** The slopes $a$ are then not available, but the secant slopes $(E_a-E_b)/(v_a-v_b)$ are. Here they are $0.301$, $0.128$, $0.119$ and $0.134$ in units of $1/J$ for the successive pairs. For these states the first stands out and marks $D=2$ as unsuitable for the fit. With the lower $D=4$ state the secants are $0.301$, $0.104$, $0.349$ and $0.134$, and no steady run remains. Steady secants support the extrapolation but do not prove it: they cannot reveal an error that lies wholly in the higher layers, and for $v_b\ll v_a$ the secant tends to $a_a$, so it says little about the better state (0.134 for the pair 5, 6, while $a=0.214$ at $D=6$). For a long-range Hamiltonian, the full variance at two or more affordable bond dimensions shows whether $f$ is steady there. It gives no guarantee for larger bonds: here $f$ is 0.964 and 0.967 for the tabulated states at $D=4,5$ but 0.874 at $D=6$, and 0.729 for the lower $D=4$ state. The layer $v_3$ alone is only a partial check, since at $D=4$ it is $6.6\times10^{-5}$ while $v_4$ is $6.1\times10^{-5}$. The numerical output below gives the data behind the tables and the individual layers at $D=4$.

## Calculated quantities

```
Random MPS: sites 6  D 2  Hilbert dimension 64
Tangent-space dimension incl. psi: 20
Dimensions of W_1..W_6: [19, 12, 16, 16, 0, 0]
X1X3 on |000>: v1+v2 = 0.0 J^2, v3 = 1.0 J^2, E-E0 = 1.0 J
Chain: sites 10, h = 1.0 J, coupling J/r^2
E0 = -11.890442947 J, E1 = -11.243675 J, Emax = 14.703575 J
Energies (J) and variances (J^2):
D=2 E=-11.880784133 E-E0=9.6588e-03 v1=8.4e-17 v2=3.7250e-02 full=5.0187e-02
D=3 E=-11.889341598 E-E0=1.1013e-03 v1=3.5e-17 v2=8.7967e-03 full=9.4554e-03
D=4 E=-11.889990602 E-E0=4.5234e-04 v1=7.5e-18 v2=3.7387e-03 full=3.8783e-03
D=5 E=-11.890385790 E-E0=5.7157e-05 v1=3.5e-15 v2=4.1117e-04 full=4.2541e-04
D=6 E=-11.890437146 E-E0=5.8006e-06 v1=1.3e-17 v2=2.7081e-05 full=3.0972e-05
Error weight p, fraction f, g (J), slope a (1/J):
D=2 p=2.662e-03 f=0.7422 g=5.1960 a=0.2593
D=3 p=1.757e-04 f=0.9303 g=8.5853 a=0.1252
D=4 p=6.766e-05 f=0.9640 g=8.5739 a=0.1210
D=5 p=1.066e-05 f=0.9665 g=7.4427 a=0.1390
D=6 p=1.470e-06 f=0.8744 g=5.3395 a=0.2142
Bounds on E-E0 (J), with Delta (J):
D=2 Delta=4.8631 lower=7.6478e-03 actual=9.6588e-03 upper=7.8773e-02
D=3 Delta=9.7967 lower=8.9784e-04 actual=1.1013e-03 upper=1.4644e-02
D=4 Delta=9.6487 lower=3.8746e-04 actual=4.5234e-04 upper=6.0007e-03
D=5 Delta=8.4494 lower=4.8663e-05 actual=5.7157e-05 upper=6.5780e-04
D=6 Delta=6.4477 lower=4.2000e-06 actual=5.8006e-06 upper=4.7888e-05
Layers v_k (J^2) at D=4:
  k=1: 7.493e-18
  k=2: 3.739e-03
  k=3: 6.643e-05
  k=4: 6.054e-05
  k=5: 1.190e-05
  k=6: 8.089e-07
  k=7: 1.318e-30
  k=8: 3.797e-31
  k=9: 7.312e-60
  k=10: 2.200e-61
Intercept minus E0 (J), from successive D pairs:
D=2,3: two-site -1.544e-03, full -8.852e-04, unextrapolated 1.101e-03
D=3,4: two-site -2.737e-05, full +1.023e-06, unextrapolated 4.523e-04
D=4,5: two-site +8.325e-06, full +8.470e-06, unextrapolated 5.716e-05
D=5,6: two-site +2.180e-06, full +1.768e-06, unextrapolated 5.801e-06
H shifted by 1e+06 J, D=6:
  error of <H^2>-E^2: 3.1e-05 J^2
  error of projected v1+v2: 6.6e-14 J^2
```
